# The Large-Z Exchange Energy of Atoms from Thomas-Fermi Theory: a numerical check

```python
"""
Result under test (Hartree atomic units, neutral closed-shell atoms):
  Dirac exchange of the Thomas-Fermi density = -(4 b / pi^2) I Z^(5/3),
  b = (1/2)(3 pi/4)^(2/3),  I = integral of chi(x)^2 dx from 0 to infinity,
  chi'' = chi^(3/2)/sqrt(x), chi(0)=1, chi(infinity)=0, r = b x / Z^(1/3).
The coefficient is about -0.2208 hartree. It is compared with the Fock
exchange of non-relativistic Hartree-Fock (HF) atoms.
Z: nuclear charge, n: electron density, s: reduced density gradient,
s = |grad n| / (2 kF n), kF = (3 pi^2 n)^(1/3).
"""
import numpy as np
from scipy.integrate import (solve_bvp, simpson, quad,
                             cumulative_trapezoid)
from scipy.linalg import eigh
from scipy.special import spherical_jn, eval_legendre, gamma
from scipy.constants import physical_constants
from pyscf import gto, scf

pi = np.pi
dirac_constant = 0.75 * (3 / pi) ** (1 / 3)

# Uniform gas: integrate the exchange hole of a plane-wave determinant.
gas_density = 0.7
gas_kf = (3 * pi**2 * gas_density) ** (1 / 3)
cutoff = 200.0
hole_integral = quad(lambda y: spherical_jn(1, y) ** 2 / y,
                     1e-10, cutoff, limit=2000)[0]
gas_exchange = (-0.25 * 4 * pi * 9 * gas_density**2 / gas_kf**2
                * hole_integral)
# The omitted oscillatory tail is about 1/(4 cutoff^2), or 6e-6.
assert abs(hole_integral - 0.25) < 2e-5
assert abs(gas_exchange / gas_density ** (4 / 3) + dirac_constant) < 1e-4

# Thomas-Fermi function, with x = t^2 to remove the singular square root.
t_max = 20.0


def tf_equations(t, y):
    chi_positive = np.maximum(y[0], 0)
    return np.vstack((2 * t * y[1], 2 * chi_positive**1.5))


def tf_boundary(left, right):
    # At large x, chi falls as x^(-3).
    return np.array([left[0] - 1, right[1] + 3 * right[0] / t_max**2])


t_start = np.linspace(0, t_max, 600)
x_start = t_start**2
length = 12 ** (2 / 3)
guess = np.vstack(((1 + x_start / length) ** -3,
                   -3 / length * (1 + x_start / length) ** -4))
tf_solution = solve_bvp(tf_equations, tf_boundary, t_start, guess,
                        tol=1e-8, max_nodes=30000)
assert tf_solution.success
t = np.linspace(1e-6, t_max, 40001)
chi = np.maximum(tf_solution.sol(t)[0], 0)
initial_slope = tf_solution.sol(0.0)[1]
chi_integral = simpson(chi**2 * 2 * t, x=t)
b = 0.5 * (3 * pi / 4) ** (2 / 3)
prefactor = 4 * b / pi**2
coefficient = -prefactor * chi_integral
assert abs(coefficient + 0.2208) < 5e-5


def tf_atom(charge):
    """Radii in bohr, dr/dt and density of the Thomas-Fermi atom."""
    scale = b / charge ** (1 / 3)
    radius = scale * t**2
    density = (2 * charge * chi / radius) ** 1.5 / (3 * pi**2)
    return radius, 2 * scale * t, density


tf_charge_error = 0.0
tf_potential_error = 0.0
for charge in (10, 54):
    radius, jacobian, density = tf_atom(charge)
    shell_charge = 4 * pi * radius**2 * density * jacobian
    electrons = simpson(shell_charge, x=t)
    tf_charge_error = max(tf_charge_error, abs(electrons / charge - 1))
    # Potential from the charge itself against the local Fermi energy.
    for i in (1000, 2000, 4000):
        inside = simpson(shell_charge[:i + 1], x=t[:i + 1])
        outside = simpson(shell_charge[i:] / radius[i:], x=t[i:])
        potential = (charge - inside) / radius[i] - outside
        fermi_energy = 0.5 * (3 * pi**2 * density[i]) ** (2 / 3)
        tf_potential_error = max(tf_potential_error,
                                 abs(potential / fermi_energy - 1))
    direct = -dirac_constant * simpson(
        4 * pi * radius**2 * density ** (4 / 3) * jacobian, x=t)
    assert abs(direct / (coefficient * charge ** (5 / 3)) - 1) < 1e-5
assert tf_charge_error < 1e-4
assert tf_potential_error < 3e-4

# Radial grid for Hartree-Fock; integrals are sums with weights dr.
log_r = np.linspace(np.log(1e-7), np.log(30.0), 3000)
step = log_r[1] - log_r[0]
r = np.exp(log_r)
dr = step * r
nodes, node_weights = np.polynomial.legendre.leggauss(12)


def exponents(charge, l, ratio, widen=1.0):
    """Even-tempered Gaussian exponents from diffuse to tight."""
    lowest = 0.05 / widen
    highest = (3000, 100, 10)[l] * charge**2 * widen
    count = int(np.ceil(np.log(highest / lowest) / np.log(ratio))) + 1
    return lowest * ratio ** np.arange(count)


def multipole_potential(source, k):
    """Integral of source(r') r_less^k / r_greater^(k+1) over r'."""
    inner = np.cumsum(source * dr * r**k, axis=-1) * r ** (-k - 1.0)
    pieces = source * dr * r ** (-k - 1.0)
    outer = np.cumsum(pieces[..., ::-1], axis=-1)[..., ::-1] - pieces
    # The last term removes the quadrature error of the kink at r' = r.
    return inner + outer * r**k - (2 * k + 1) * step**2 / 12 * source


def angular_factor(l, k, m):
    """Squared 3j symbol with zero projections."""
    return 0.5 * np.sum(node_weights * eval_legendre(l, nodes)
                        * eval_legendre(k, nodes)
                        * eval_legendre(m, nodes))


def radial_hartree_fock(charge, subshells, ratio, widen=1.0):
    """subshells[l] is the number of filled subshells of each l.
    Returns total, exchange, Hartree energy, virial ratio, radial density."""
    cores, kinetics, functions, focks = [], [], [], []
    tf_chi = np.interp(r * charge ** (1 / 3) / b, t**2, chi, right=0.0)
    screening = (charge - np.maximum(charge * tf_chi, 1.0)) / r
    for l in range(len(subshells)):
        a = exponents(charge, l, ratio, widen)
        pair_sum = a[:, None] + a
        pair_product = np.outer(a, a)
        overlap = (2 * np.sqrt(pair_product) / pair_sum) ** (l + 1.5)
        kinetic = overlap * (2 * l + 3) * pair_product / pair_sum
        inverse_r = (overlap * np.sqrt(pair_sum)
                     * gamma(l + 1) / gamma(l + 1.5))
        core = kinetic - charge * inverse_r
        transform = eigh(core, overlap)[1]
        norm = np.sqrt(2 * (2 * a) ** (l + 1.5) / gamma(l + 1.5))
        gaussians = (norm[:, None] * r ** (l + 1)
                     * np.exp(-a[:, None] * r**2))
        f = transform.T @ gaussians
        functions.append(f)
        cores.append(transform.T @ core @ transform)
        kinetics.append(transform.T @ kinetic @ transform)
        focks.append(cores[l] + (f * screening * dr) @ f.T)
    fock_history, error_history = [], []
    old_total = old_exchange = 0.0
    for iteration in range(80):
        coefficients = [eigh((fock + fock.T) / 2)[1][:, :count]
                        for fock, count in zip(focks, subshells)]
        occupied = [c.T @ f for c, f in zip(coefficients, functions)]
        rho = sum(2 * (2 * l + 1) * np.sum(p**2, axis=0)
                  for l, p in enumerate(occupied))
        hartree_potential = multipole_potential(rho, 0)
        hartree = 0.5 * np.sum(rho * hartree_potential * dr)
        one_electron = kinetic_energy = exchange = 0.0
        new_focks, errors = [], []
        for l, f in enumerate(functions):
            exchange_matrix = np.zeros_like(cores[l])
            for m, shell_orbitals in enumerate(occupied):
                for orbital in shell_orbitals:
                    product = f * orbital
                    for k in range(abs(l - m), l + m + 1, 2):
                        exchange_matrix += (
                            (2 * m + 1) * angular_factor(l, k, m)
                            * (product * dr)
                            @ multipole_potential(product, k).T)
            projector = coefficients[l] @ coefficients[l].T
            fock = (cores[l] + (f * hartree_potential * dr) @ f.T
                    - exchange_matrix)
            fock = (fock + fock.T) / 2
            one_electron += 2 * (2 * l + 1) * np.sum(projector * cores[l])
            kinetic_energy += (2 * (2 * l + 1)
                               * np.sum(projector * kinetics[l]))
            exchange -= (2 * l + 1) * np.sum(projector * exchange_matrix)
            new_focks.append(fock)
            errors.append((fock @ projector - projector @ fock).ravel())
        total = one_electron + hartree + exchange
        error = np.concatenate(errors)
        if (abs(total - old_total) < 1e-6
                and abs(exchange - old_exchange) < 1e-5
                and np.max(np.abs(error)) < 1e-3):
            virial = -(total - kinetic_energy) / kinetic_energy
            return total, exchange, hartree, virial, rho
        old_total, old_exchange = total, exchange
        # Extrapolate the Fock matrices from the recent commutators.
        fock_history = (fock_history + [new_focks])[-8:]
        error_history = (error_history + [error])[-8:]
        size = len(error_history)
        stacked = np.array(error_history)
        gram = stacked @ stacked.T
        system = np.zeros((size + 1, size + 1))
        system[:size, :size] = gram / gram[-1, -1]
        system[size, :size] = system[:size, size] = 1
        target = np.zeros(size + 1)
        target[size] = 1
        mixing = np.linalg.lstsq(system, target, rcond=None)[0][:size]
        focks = [sum(c * old[l] for c, old in zip(mixing, fock_history))
                 for l in range(len(subshells))]
    raise RuntimeError(f"HF not converged for Z={charge}: {total}")


# Same small Kr basis: radial solver against 3D Gaussian integrals.
test_ratio = 3.5
kr_basis = [[l, [a, 1.0]] for l in range(3)
            for a in exponents(36, l, test_ratio)]
kr_atom = gto.M(atom='Kr', basis={'Kr': kr_basis}, verbose=0)
kr_solver = scf.RHF(kr_atom)
kr_solver.chkfile = None
kr_solver.conv_tol = 1e-7
kr_total = kr_solver.kernel()
assert kr_solver.converged
kr_matrix = np.asarray(kr_solver.make_rdm1())
kr_k = kr_solver.get_k(kr_atom, kr_matrix)
kr_exchange = -0.25 * np.einsum('ij,ji', kr_k, kr_matrix)
kr_radial = radial_hartree_fock(36, (4, 3, 1), test_ratio)
solver_total_error = abs(kr_radial[0] - kr_total)
solver_exchange_error = abs(kr_radial[1] - kr_exchange)
assert solver_total_error < 1e-3, (kr_radial[0], kr_total)
assert solver_exchange_error < 1e-3, (kr_radial[1], kr_exchange)

atoms = (('He', 2, (1,)), ('Ne', 10, (2, 1)), ('Ar', 18, (3, 2)),
         ('Kr', 36, (4, 3, 1)), ('Xe', 54, (5, 4, 2)))
rows = []
largest_virial_error = 0.0
for symbol, charge, subshells in atoms:
    total, exchange, hartree, virial, rho = radial_hartree_fock(
        charge, subshells, 2.1)
    largest_virial_error = max(largest_virial_error, abs(virial - 2))
    if symbol == 'He':
        # One doubly occupied orbital: exchange cancels half of Hartree.
        assert abs(exchange + hartree / 2) < 1e-7
    assert abs(np.sum(rho * dr) - charge) < 1e-6 * charge
    density = np.maximum(rho / (4 * pi * r**2), 1e-100)
    weight = 4 * pi * r**3 * density ** (4 / 3)
    dirac_hf = -dirac_constant * simpson(weight, x=log_r)
    kf = (3 * pi**2 * density) ** (1 / 3)
    s = np.abs(np.gradient(np.log(density), log_r)) / (2 * r * kf)
    mean_s2 = simpson(weight * s**2, x=log_r) / simpson(weight, x=log_r)
    tf_exchange = coefficient * charge ** (5 / 3)
    rows.append((symbol, charge, total, tf_exchange, exchange,
                 dirac_hf, mean_s2))
    if symbol == 'Xe':
        running = cumulative_trapezoid(weight, log_r, initial=0)
        core_hf = -dirac_constant * np.interp(-np.log(charge),
                                              log_r, running)

# A finer and wider Xe basis measures the remaining basis error.
fine_result = radial_hartree_fock(54, (5, 4, 2), 1.9, widen=2.0)
basis_change = abs(fine_result[1] - rows[-1][4])
energy_change = abs(fine_result[0] - rows[-1][2])
largest_virial_error = max(largest_virial_error, abs(fine_result[3] - 2))
assert largest_virial_error < 1e-4, largest_virial_error
assert basis_change < 0.02, (basis_change, energy_change)

# Exchange from the core r < 1/Z in the Thomas-Fermi model of Xe.
xe_z = 54
radius, jacobian, density = tf_atom(xe_z)
t_core = np.sqrt(1 / (xe_z * b / xe_z ** (1 / 3)))
t_fine = np.linspace(0, t_core, 2001)
chi_fine = tf_solution.sol(t_fine)[0]
core_tf = -prefactor * xe_z ** (5 / 3) * simpson(
    chi_fine**2 * 2 * t_fine, x=t_fine)
core_mask = radius <= 1 / xe_z
core_direct = -dirac_constant * simpson(
    (4 * pi * radius**2 * density ** (4 / 3) * jacobian)[core_mask],
    x=t[core_mask])
# The direct grid ends up to one grid interval before r = 1/Z.
assert abs(core_direct / core_tf - 1) < 0.01
assert abs(core_tf) < 4 / pi**2 * xe_z

ratios = np.array([row[3] / row[4] for row in rows])
functional_errors = np.array([1 - row[5] / row[4] for row in rows])
gradients = np.array([row[6] for row in rows])
assert np.all(np.diff(ratios) > 0) and np.all(ratios < 1), ratios
assert np.all(np.diff(functional_errors) < 0), functional_errors
assert np.all(np.diff(gradients) < 0), gradients

hartree_ev = physical_constants['Hartree energy in eV'][0]
print(f"Dirac constant C_x = {dirac_constant:.6f} hartree bohr")
print(f"Exchange-hole integral = {hole_integral:.5f} (dimensionless)")
print(f"TF length constant b = {b:.6f} bohr")
print(f"TF initial slope chi'(0) = {initial_slope:.5f} (dimensionless)")
print(f"I = integral chi^2 dx = {chi_integral:.5f} (dimensionless)")
print(f"Prefactor 4b/pi^2 = {prefactor:.6f} hartree")
print(f"Coefficient of Z^(5/3) = {coefficient:.5f} hartree")
print(f"Coefficient of Z^(5/3) = {coefficient * hartree_ev:.3f} eV")
print(f"Largest relative TF charge error = {tf_charge_error:.1e}")
print(f"Largest relative TF potential error = {tf_potential_error:.1e}")
print("Energies in hartree; Z^(5/3) and ratio are dimensionless")
print("atom  Z   Z^(5/3)   E_HF total   Ex_TF     Ex_HF     TF/HF")
for symbol, charge, total, ex_tf, ex_hf, ex_dirac, s2 in rows:
    print(f"{symbol:2s} {charge:4d} {charge ** (5 / 3):9.3f} "
          f"{total:12.3f} {ex_tf:9.3f} {ex_hf:9.3f} {ex_tf / ex_hf:8.3f}")
print("Error parts in hartree: density = Dirac[TF] - Dirac[HF density],")
print("functional = Dirac[HF density] - Ex_HF; mean s^2 dimensionless")
print("atom Dirac[HF]  density functional  total  total/Z  mean s^2")
for symbol, charge, total, ex_tf, ex_hf, ex_dirac, s2 in rows:
    print(f"{symbol:2s} {ex_dirac:10.3f} {ex_tf - ex_dirac:8.3f} "
          f"{ex_dirac - ex_hf:9.3f} {ex_tf - ex_hf:9.3f} "
          f"{(ex_tf - ex_hf) / charge:7.3f} {s2:8.3f}")
print("Relative error of Dirac on the HF density, in percent:")
for row, error in zip(rows, functional_errors):
    print(f"  {row[0]}: {100 * error:.1f} percent")
print(f"Xe core radius 1/Z = {1 / xe_z:.5f} bohr")
print(f"Xe Dirac exchange inside 1/Z, TF density = {core_tf:.3f} hartree")
print(f"Xe Dirac exchange inside 1/Z, HF density = {core_hf:.3f} hartree")
print(f"Xe TF core bound (4/pi^2) Z = {4 / pi**2 * xe_z:.3f} hartree")
print(f"Largest HF virial-ratio error = {largest_virial_error:.1e}")
print(f"Kr solver difference, total = {solver_total_error:.1e} hartree")
print(f"Kr solver difference, Ex = {solver_exchange_error:.1e} hartree")
print(f"Xe exchange change in finer basis = {basis_change:.5f} hartree")
print(f"Xe total-energy change in finer basis = {energy_change:.5f} hartree")
print("OK")
```

It prints:

```
Dirac constant C_x = 0.738559 hartree bohr
Exchange-hole integral = 0.24999 (dimensionless)
TF length constant b = 0.885341 bohr
TF initial slope chi'(0) = -1.58807 (dimensionless)
I = integral chi^2 dx = 0.61543 (dimensionless)
Prefactor 4b/pi^2 = 0.358815 hartree
Coefficient of Z^(5/3) = -0.22083 hartree
Coefficient of Z^(5/3) = -6.009 eV
Largest relative TF charge error = 7.8e-06
Largest relative TF potential error = 5.4e-07
Energies in hartree; Z^(5/3) and ratio are dimensionless
atom  Z   Z^(5/3)   E_HF total   Ex_TF     Ex_HF     TF/HF
He    2     3.175       -2.862    -0.701    -1.026    0.683
Ne   10    46.416     -128.547   -10.250   -12.108    0.847
Ar   18   123.629     -526.817   -27.301   -30.185    0.904
Kr   36   392.498    -2752.054   -86.674   -93.856    0.923
Xe   54   771.477    -7232.135  -170.363  -179.097    0.951
Error parts in hartree: density = Dirac[TF] - Dirac[HF density],
functional = Dirac[HF density] - Ex_HF; mean s^2 dimensionless
atom Dirac[HF]  density functional  total  total/Z  mean s^2
He     -0.884    0.183     0.142     0.325   0.162    1.123
Ne    -11.033    0.784     1.075     1.858   0.186    0.544
Ar    -27.863    0.562     2.322     2.884   0.160    0.416
Kr    -88.624    1.950     5.232     7.182   0.199    0.277
Xe   -170.566    0.203     8.531     8.734   0.162    0.225
Relative error of Dirac on the HF density, in percent:
  He: 13.8 percent
  Ne: 8.9 percent
  Ar: 7.7 percent
  Kr: 5.6 percent
  Xe: 4.8 percent
Xe core radius 1/Z = 0.01852 bohr
Xe Dirac exchange inside 1/Z, TF density = -19.719 hartree
Xe Dirac exchange inside 1/Z, HF density = -16.860 hartree
Xe TF core bound (4/pi^2) Z = 21.885 hartree
Largest HF virial-ratio error = 4.3e-07
Kr solver difference, total = 1.0e-09 hartree
Kr solver difference, Ex = 9.0e-06 hartree
Xe exchange change in finer basis = 0.00029 hartree
Xe total-energy change in finer basis = 0.00316 hartree
OK
```
